# Why a Nearest-Neighbour Chain Forbids Phonon Decay Within Its Branch

## The chain and the question

Identical atoms of mass $M$ sit a distance $d$ apart on a line. Springs of stiffness $K>0$ join nearest neighbours, and atom $j$ has one displacement $u_j$. Frequencies $\nu$ are ordinary frequencies in THz, with $\omega=2\pi\nu$. Newton's equation is

$$M\ddot u_j=K(u_{j+1}+u_{j-1}-2u_j).$$

Inserting $u_j=Ae^{i(qjd-\omega t)}$ and cancelling the common factor gives

$$-M\omega^2=K(2\cos qd-2)=-4K\sin^2\frac{qd}{2}.$$

The positive root is the single phonon branch:

$$\nu(q)=\nu_{\max}\left|\sin\frac{qd}{2}\right|,\qquad \nu_{\max}=\frac1\pi\sqrt{\frac KM}.$$

A phonon $q$ decays into phonons $q_1$ and $q_2$ if

$$q=q_1+q_2+G,\qquad \nu(q)=\nu(q_1)+\nu(q_2),$$

where $G=2\pi n/d$ and $n$ is an integer. With all wave numbers in the first Brillouin zone, $G=0$ is a normal process and $G\neq0$ is umklapp. The energy condition is taken as sharp, as in the lowest-order golden rule with harmonic frequencies. The claim is that both conditions cannot hold if the two daughters have nonzero frequency.

## The coupling exists, so energy must decide

Decay needs anharmonic springs. Let the bond energy contain a cubic term proportional to $(u_{j+1}-u_j)^3$. A wave $e^{iqjd}$ stretches a bond by

$$e^{iq(j+1)d}-e^{iqjd}=2i\sin\frac{qd}{2}\;e^{iq(j+1/2)d}.$$

Write $x=q_1d/2$ and $y=q_2d/2$. Absorbing $q$ and emitting $q_1$ and $q_2$ multiplies one such factor by the complex conjugates of two others. The sum over $N$ bonds contains $\sum_j e^{i(q-q_1-q_2)jd}$, which vanishes unless $q-q_1-q_2=G$. When that holds, the sum has magnitude

$$8N\left|\sin x\,\sin y\,\sin(x+y)\right|.$$

This is nonzero whenever all three phonons have nonzero frequency, for normal and umklapp processes alike. The cubic coupling therefore does not forbid the decay. It does vanish for a daughter with $\sin x=0$, because that mode moves the whole chain rigidly and stretches no bond.

## The proof

First remove umklapp from the problem. Momentum conservation gives $qd/2=x+y+n\pi$. Since $\sin(z+n\pi)=(-1)^n\sin z$,

$$\nu(q)=\nu_{\max}|\sin(x+y)|$$

for every $n$. Umklapp changes the label of the parent, but the frequency depends on $q$ only up to a reciprocal-lattice vector.

Now expand the sine of the sum and apply the triangle inequality:

$$|\sin(x+y)|=|\sin x\cos y+\cos x\sin y|\le|\sin x||\cos y|+|\cos x||\sin y|.$$

Neither cosine exceeds 1 in magnitude, so

$$|\sin(x+y)|\le|\sin x|+|\sin y|.$$

This is the subadditivity of $|\sin|$. If both daughters have nonzero frequency, then $\sin x\neq0$ and $\sin y\neq0$. Because $\sin^2+\cos^2=1$, both $|\cos x|$ and $|\cos y|$ are less than 1. Each term in the previous bound is then strictly reduced, and

$$\nu(q)<\nu(q_1)+\nu(q_2).$$

The parent never has enough energy. The reverse process, in which two phonons merge into one, needs the same equality and is forbidden too.

More daughters do not help. For three, subadditivity gives

$$|\sin(x+y+z)|\le|\sin(x+y)|+|\sin z|<|\sin x|+|\sin y|+|\sin z|.$$

Repeating the step covers any larger number. The argument says nothing against two phonons scattering into two others.

## How much energy is missing

Define the mismatch as $\Delta=\nu(q_1)+\nu(q_2)-\nu(q)$. Shifting $x$ or $y$ by $\pi$ changes no frequency, so both may be placed in $(0,\pi)$, where their sines are positive. The sum and double-angle formulas give

$$\sin x+\sin y=2\sin\frac{x+y}{2}\cos\frac{x-y}{2},\qquad \sin(x+y)=2\sin\frac{x+y}{2}\cos\frac{x+y}{2}.$$

If $x+y\le\pi$, the parent sine is not negative and is subtracted. Using $\cos(\alpha-\beta)-\cos(\alpha+\beta)=2\sin\alpha\sin\beta$ with $\alpha=x/2$ and $\beta=y/2$,

$$\frac{\Delta}{\nu_{\max}}=4\sin\frac x2\sin\frac y2\sin\frac{x+y}{2}.$$

If $x+y>\pi$, then $|\sin(x+y)|=-\sin(x+y)$. The two cosines now add, and

$$\frac{\Delta}{\nu_{\max}}=4\cos\frac x2\cos\frac y2\sin\frac{x+y}{2}.$$

Both expressions are positive. The two cases are a matter of bookkeeping and do not coincide with normal and umklapp.

For long waves with $x,y>0$, the first formula becomes $\Delta/\nu_{\max}\approx xy(x+y)/2$. A purely linear dispersion would give zero mismatch for such parallel waves. The downward bend of the sine supplies the deficit, which is of third order in wave number.

There is also a soft-daughter limit. Hold the parent angle $p=x+y$ fixed between 0 and $\pi/2$ and let $y\to0^+$. Then $\Delta/\nu_{\max}\approx2y\sin^2(p/2)=y(1-\cos p)$. The mismatch tends to zero with the daughter's frequency, so the inequality is strict but leaves no uniform energy gap.

A ring of 61 atoms, with frequencies taken from its force matrix, tests the inequality on a finite set of modes. All 3600 ordered pairs of nonzero-frequency daughters, 930 of them umklapp, have positive mismatch. The smallest is $1.37\times10^{-4}\,\nu_{\max}$, which agrees with the long-wave value $x^3$ for $x=y=\pi/61$. The smallest umklapp mismatch is $0.0515\,\nu_{\max}$.

## Which property of the springs matters

Nearest-neighbour range is sufficient but not necessary. Let springs $K_n\ge0$ join $n$th neighbours, with $K_1>0$. Each adds a force $K_n(u_{j+n}+u_{j-n}-2u_j)$, so

$$M\omega^2=4\sum_nK_n\sin^2(nx).$$

Thus $\omega$ is proportional to the length of a vector $\mathbf v(x)$ with components $\sqrt{K_n}|\sin nx|$. Subadditivity holds for each component, and is strict for $n=1$. Since all components are nonnegative,

$$|\mathbf v(x+y)|<|\mathbf v(x)+\mathbf v(y)|\le|\mathbf v(x)|+|\mathbf v(y)|.$$

Decay remains forbidden.

A negative effective spring can change the answer. Keep $K_1$ and $K_2=rK_1$, with $-1/4<r<0$ for stability. With $s=\sin x$ and $\sin^22x=4s^2(1-s^2)$, the frequency on $0<x<\pi$ is proportional to

$$f(x)=s\sqrt{a+bs^2},\qquad a=1+4r,\quad b=-4r.$$

At small $x$,

$$f(x)\approx\sqrt a\left[x+\left(\frac{b}{2a}-\frac16\right)x^3\right].$$

The branch starts by bending upward if $3b>a$, which means $-12r>1+4r$, or $K_2<-K_1/16$. Two soft parallel daughters then need less energy than the parent has. Other pairs, such as those with $x+y=\pi$ and a zero-frequency parent, have positive mismatch. Continuity between the two requires a pair with zero mismatch, so decay is allowed by energy.

For $3b\le a$, differentiating twice shows that $f''$ has the sign of

$$a(3b-a)+2b(b-3a)s^2-4b^2s^4,$$

which is negative on $0<x<\pi$. The branch is concave and vanishes at both ends. Concavity gives $f(x)>\frac{x}{x+y}f(x+y)$ and the same with $x$ and $y$ exchanged. Adding them proves the strict inequality for $x+y<\pi$. At $x+y=\pi$ the parent frequency is zero, and for larger sums the reflection $x\to\pi-x$, $y\to\pi-y$ returns to the first case. The threshold is therefore $r=-1/16=-0.0625$. On the 61-atom ring the smallest mismatch, in units of $2\sqrt{K_1/M}$, is $+7.1\times10^{-6}$ at $r=-0.060$ and $-2.3\times10^{-5}$ at $r=-0.065$.

## Numbers for a copper-like crystal

Copper is the metal of much chip wiring, and its face-centred cubic lattice contains this chain. For a longitudinal wave along a cube axis, whole atomic planes move together. Each atom has four nearest neighbours in the next plane, joined by bonds at $45^\circ$ to the axis. If each bond is a central spring $k$, it contributes $k\cos^245^\circ=k/2$, so $K=4(k/2)=2k$.

Take rough values: $M=63.5$ u, $d=0.18$ nm and $k=25$ N/m. Then $K=50$ N/m and $\nu_{\max}=6.93$ THz. The long-wave sound speed $d\sqrt{K/M}$ is 3920 m/s.

Measure wave numbers as fractions of the zone boundary $\pi/d$. For a normal candidate with daughters 0.2 and 0.4 and parent 0.6,

$$\Delta=2.142+4.074-5.608=0.608\ \text{THz},$$

or 2.52 meV. For an umklapp candidate, daughters 0.7 and 0.8 add to 1.5, which folds to $1.5-2=-0.5$. Then

$$\Delta=6.176+6.592-4.901=7.867\ \text{THz},$$

or 32.5 meV. Here the parent has a lower frequency than either daughter.

## What real copper changes

The model's top frequency and sound speed are of the right rough size for copper, about 7 THz and 4 km/s. One assumption that plainly fails is the single branch. For transverse motion, two of the four bonds to the next plane contribute $k/2$ each and two contribute nothing. The transverse chain spring is $k$, and its frequencies are $1/\sqrt2$ times the longitudinal ones. Let a longitudinal parent at angle $p$ emit a forward transverse phonon at angle $z$ and a backward one at $p-z$. Energy conservation reads

$$\sin p=\frac{\sin z+\sin(z-p)}{\sqrt2}=\sqrt2\,\sin\left(z-\frac p2\right)\cos\frac p2.$$

Substituting $\sin p=2\sin(p/2)\cos(p/2)$ gives $\sin(z-p/2)=\sqrt2\sin(p/2)$, which has a solution for every $0<p\le\pi/2$. At $p=\pi/2$ the right side equals 1 and the solution is marginal, so a small change in the springs can close this channel for parents at the zone boundary. When $\tan(p/2)>1/\sqrt2$, which means a parent fraction above about 0.78, $z$ exceeds $\pi/2$. The first daughter then folds to $z-\pi$ and also travels backward, and the process is umklapp. In this nearest-neighbour model the parent at 0.6 can emit daughters at 0.744 and $-0.144$, with frequencies $4.510+1.098=5.608$ THz. In real copper the transverse-to-longitudinal ratio along the cube axis is nearer 0.67 for long waves, and such departures from $1/\sqrt2$ shift these fractions by a few hundredths. The mismatch of 0.608 THz in the same-branch example is replaced by zero in this channel. Whether the decay is fast depends on cubic couplings not calculated here.

Finite lifetimes also blur the prohibition. If phonon energy decays as $e^{-t/\tau}$, the full linewidth in frequency is $1/(2\pi\tau)$. With a rough $\tau=10$ ps for all three phonons, the widths add to 0.0477 THz. The normal mismatch above is about 13 times larger, which puts it at 0.0015 of the Lorentzian peak; a mismatch equal to the full width lies at one fifth of the peak. The ratio is proportional to the assumed lifetime. At $\tau=1$ ps it falls to 1.3 and the weight rises to 0.13 of the peak. Real lifetimes vary from mode to mode, so the numbers that follow belong to the assumed 10 ps and are not properties of copper. For an equal split, mismatch and total width meet at a parent wavelength of about 1.5 nm. At a fixed parent, the equal split has the largest mismatch of all splits into two forward daughters. For longer waves every such split therefore lies within the width, and the sharp rule is not a reliable guide to them at this assumed lifetime. The same happens for the parent at 0.6 when its soft forward daughter lies below a fraction of about 0.011.

Second-plane springs of $-5$ and $+5$ percent of $K_1$, with $K_1$ held fixed, move the normal mismatch to 0.326 and 0.862 THz. The number is sensitive, but its sign survives.

As long as the energies are sharp, temperature does not open the same-branch channel. At 350 K the daughters' mean occupations are $n_1=2.93$ and $n_2=1.34$. In an allowed channel, decay carries the factor $(1+n_1)(1+n_2)$ and the reverse merging carries $n_1n_2$. The net relaxation rate of an excess parent population carries the difference, $1+n_1+n_2=5.27$. For the same-branch decay, that factor multiplies zero.

Off-axis decays, defects and electron scattering are left out. Electrons carry most of the heat in copper, so the selection rule does not predict the thermal conductivity of a wire. The remaining digits are in the numerical output.

## Calculated quantities

```
Ring size: 61 atoms
Daughter pairs tested (ordered): 3600
Umklapp pairs among them: 930
Smallest mismatch, all pairs: 1.365e-04 nu_max
Smallest mismatch, umklapp: 0.0515 nu_max
Smallest mismatch, 3 daughters: 5.457e-04 nu_max
Smallest mismatch, K2/K1=-0.060: 7.05e-06 (2 sqrt(K1/M))
Smallest mismatch, K2/K1=-0.065: -2.29e-05 (2 sqrt(K1/M))
Atomic mass: 63.5 u
Plane spacing: 0.18 nm
Atomic spring: 25.0 N/m
Chain spring K: 50.0 N/m
Top frequency nu_max: 6.931 THz
Long-wave sound speed: 3920 m/s
Normal daughter fractions: 0.2, 0.4
Normal parent fraction after folding: 0.6
Normal daughter frequencies: 2.142, 4.074 THz
Normal parent frequency: 5.608 THz
Normal mismatch: 0.608 THz = 2.52 meV
Umklapp daughter fractions: 0.7, 0.8
Umklapp parent fraction after folding: -0.5
Umklapp daughter frequencies: 6.176, 6.592 THz
Umklapp parent frequency: 4.901 THz
Umklapp mismatch: 7.867 THz = 32.53 meV
Transverse daughter fractions: 0.744, -0.144
Transverse daughter frequencies: 4.510, 1.098 THz
Assumed phonon lifetime: 10.0 ps
Total width of three phonons: 0.0477 THz
Equal split: parent fraction at width: 0.243
Equal split: parent wavelength at width: 1.48 nm
Parent 0.6: soft-daughter fraction at width: 0.0108
Normal mismatch, K2/K1=-0.05: 0.326 THz
Normal mismatch, K2/K1=+0.05: 0.862 THz
Temperature: 350 K
Thermal frequency kT/h: 7.293 THz
Normal daughter occupations: 2.93, 1.34
Decay occupation factor 1+n1+n2: 5.27
```
